# Reflectance contrast of a thin absorbing sheet on a transparent substrate

To count the layers of a flake on glass from its reflectance, one must decide whether the measured contrast can be turned into an absorptance with the substrate index alone, or whether a multilayer calculation with the complex index of the film is needed. For a thin film on a transparent substrate without back reflection the index alone suffices at leading order, provided that the absorption of the film outweighs the second-order effect of its reactive response. The corrections decide how many layers can be counted in this way.

## Setting

Light of angular frequency $\omega$ falls from vacuum at normal incidence on a nonmagnetic, lossless substrate of real index $n>1$ that fills the half-space below the surface. Fields vary as $e^{-i\omega t}$, $z$ points into the substrate, $k=\omega/c$, and $Z_0$ is the impedance of vacuum. With $E=E_x$ and $h=Z_0H_y$, Maxwell's equations in a medium of permittivity $\varepsilon$ are

$$\frac{dE}{dz}=ik\,h,\qquad \frac{dh}{dz}=ik\varepsilon E. \tag{1}$$

A wave travelling towards $+z$ in index $n$ has $h=nE$; one travelling towards $-z$ has $h=-nE$.

The sheet lies on the surface and has complex conductivity $\sigma$ per square. Write $s=Z_0\sigma=s'+is''$, where $s'\ge 0$ describes absorption and $s''$ the reactive response. Let $R_0$ and $R$ be the reflectances without and with the sheet, and let $A$ be the fraction of light that the same sheet absorbs when it stands free in vacuum.

**Theorem.** If $|s|\ll n-1$ and $|s|\ll 1$, then

$$\frac{R-R_0}{R_0}=\frac{4A}{n^2-1}+\frac{4A^2(n^2-n+1)+4n\,s''^2}{(n^2-1)^2}+O(|s|^3). \tag{2}$$

The first term is the working rule. Once $A$ is known, it needs neither the film thickness nor the reactive response. It is the leading term only if also $n s''^2\ll(n^2-1)s'$. At fixed permittivity an absorbing film meets this condition once it is thin enough, but a film of high index that hardly absorbs can violate it even below a nanometre: with permittivity $17+0.5i$, thickness 0.65 nm, wavelength 750 nm and $n=1.46$, the rule gives 1.0% while the contrast is 4.2%.

## Two lemmas

**Lemma 1.** A film of thickness $d$, with $kd\to0$ at fixed $s$, acts as a sheet with $s=-ikd(\varepsilon-1)$.

*Proof.* In this limit $E$ is continuous, because its change across the film is $ik\int h\,dz$, which vanishes with $kd$. The second equation of (1) changes $h$ by $ikd\,\varepsilon E$. An equal thickness of vacuum would change it by $ikdE$, so the change due to the material is $ikd(\varepsilon-1)E$. A sheet current $\sigma E$ lowers $h$ by $sE$. Equating the two gives $s=-ikd(\varepsilon-1)$, hence $s'=kd\,\mathrm{Im}\,\varepsilon$ and $s''=-kd(\mathrm{Re}\,\varepsilon-1)$. ∎

**Lemma 2.** The amplitudes are

$$r=\frac{1-n-s}{1+n+s},\qquad t=\frac{2}{1+n+s},$$

the sheet absorbs the fraction $s'|t|^2$, and $A=s'/|1+s/2|^2$.

*Proof.* Above the sheet $E=1+r$ and $h=1-r$; below it $E=t$ and $h=nt$. Continuity of $E$ and the drop of $h$ by $st$ give $1+r=t$ and $1-r=(n+s)t$. Their sum is $2=(1+n+s)t$, and $r=t-1$ then follows.

The reflectance is $|r|^2$ and the transmittance $n|t|^2$. Since $1-|r|^2=\mathrm{Re}[(1+r)(1-r)^*]=(n+s')|t|^2$, the absorbed fraction is $1-|r|^2-n|t|^2=s'|t|^2$. For the freestanding sheet $n=1$ and $t=2/(2+s)$, which gives $A$. ∎

## Proof of the theorem

From Lemma 2,

$$R=\frac{(n-1+s')^2+s''^2}{(n+1+s')^2+s''^2},\qquad R_0=\left(\frac{n-1}{n+1}\right)^2 .$$

Put $u=s'/(n-1)$, $v=s'/(n+1)$, $p=s''/(n-1)$ and $q=s''/(n+1)$. Then

$$\frac{R}{R_0}=\frac{(1+u)^2+p^2}{(1+v)^2+q^2}.$$

To second order the inverse of the denominator is $1-(2v+v^2+q^2)+(2v)^2=1-2v+3v^2-q^2$. Multiplying by $1+2u+u^2+p^2$ gives

$$\frac{R}{R_0}-1=2(u-v)+(u-v)(u-3v)+p^2-q^2,$$

because $u^2-4uv+3v^2=(u-v)(u-3v)$. The pieces are

$$u-v=\frac{2s'}{n^2-1},\quad u-3v=\frac{(4-2n)s'}{n^2-1},\quad p^2-q^2=\frac{4n\,s''^2}{(n^2-1)^2}.$$

Therefore

$$\frac{R-R_0}{R_0}=\frac{4s'}{n^2-1}+\frac{4(2-n)s'^2+4n\,s''^2}{(n^2-1)^2}+O(|s|^3). \tag{3}$$

For $|s|\ll1$, Lemma 2 gives $A=s'-s'^2+O(|s|^3)$, so $s'=A+A^2+O(|s|^3)$. This condition matters at high index: for $n=4$ and $s=0.3$ the rule gives 6.05% and (2) gives 7.24%, against 7.69% from Lemma 2. The first term of (3) then supplies an extra $4A^2/(n^2-1)$, and $(n^2-1)+(2-n)=n^2-n+1$ gives (2). ∎

**Remark 1: why absorption raises the reflectance.** Let $r_0=(1-n)/(1+n)$ and $t_0=2/(1+n)$ belong to the bare surface. Differentiating $r$ at $s=0$ gives

$$\delta r=-\frac{2s}{(1+n)^2}=-\frac{s\,t_0^2}{2}.$$

The real part of $\delta r$ is negative, like $r_0$, so the field radiated by the absorptive current adds to the surface reflection. The part due to $s''$ is a quarter period out of phase with the real $r_0$ and changes the intensity at second order.

The contrast is not the absorption on the substrate. There the sheet absorbs $s't_0^2=4A/(n+1)^2$ at leading order. The reflectance changes by $\Delta R=4A(n-1)/(n+1)^3$. The transmittance $4n/|1+n+s|^2$ changes by $\Delta T=-8nA/(n+1)^3$. Their sum is $-4A/(n+1)^2$, as energy conservation requires.

**Remark 2: light from the substrate side.** Exchanging the two media gives $r=(n-1-s)/(n+1+s)$. The bare amplitude is now positive while $\delta r$ keeps its negative real part. The first-order contrast is

$$-\frac{2s'}{n-1}-\frac{2s'}{n+1}=-\frac{4nA}{n^2-1},$$

so a flake whose absorption outweighs its reactive response, such as graphene, looks darker than its surroundings. The second-order reactive term stays positive and can reverse the sign: the film of permittivity $17+0.5i$ above has a first-order contrast of $-1.4\%$ from this side but a full contrast of $+1.8\%$.

**Remark 3: index close to one.** The expansion is in $s/(n-1)$, and it fails when the surface hardly reflects. For $s=0.0229$ and $n=1.05$ the linear term $4s/(n^2-1)$ is 89%, while the full formula of Lemma 2 gives 108%.

## Finite thickness

**Proposition 1.** Let $x=kd$ and $\varepsilon=\varepsilon_1+i\varepsilon_2$. To second order in $x$, a film in contact with the substrate has

$$\frac{R-R_0}{R_0}=\frac{4x\varepsilon_2}{n^2-1}+\frac{4(2-n)x^2\varepsilon_2^2+4nx^2(\varepsilon_1-1)(\varepsilon_1-n^2)}{(n^2-1)^2}. \tag{4}$$

*Proof.* Set $E=1$, $h=n$ at the bottom of the film. Solving (1) upwards to second order gives, at the top,

$$E=1-inx-\tfrac12\varepsilon x^2,\qquad h=n-i\varepsilon x-\tfrac12 n\varepsilon x^2 .$$

The inverse of $E$ is $1+inx+\tfrac12\varepsilon x^2-n^2x^2$, so

$$\frac hE=n-ix(\varepsilon-n^2)+nx^2(\varepsilon-n^2).$$

The reflection amplitude is $(1-h/E)/(1+h/E)$. This is Lemma 2 with $s$ replaced by $h/E-n$. To the order needed, its real part is $x\varepsilon_2+nx^2(\varepsilon_1-n^2)$ and its imaginary part is $-x(\varepsilon_1-n^2)$. Inserting them in (3), the terms with $\varepsilon_1$ are

$$\frac{4nx^2(\varepsilon_1-n^2)\left[(n^2-1)+(\varepsilon_1-n^2)\right]}{(n^2-1)^2},$$

and the bracket equals $\varepsilon_1-1$. ∎

For a lossless film the linear term is absent. The remaining term vanishes when $\varepsilon_1=n^2$, as it must, since such a film merely thickens the substrate. The ideal sheet would give $(\varepsilon_1-1)^2$ in place of $(\varepsilon_1-1)(\varepsilon_1-n^2)$; the reactive correction therefore needs the finite thickness.

## Oblique light and the back face

**Proposition 2.** At angle $\theta$, with the electric field perpendicular to the plane of incidence (TE), the first-order contrast is $4s'\cos\theta/(n^2-1)$.

*Proof.* The tangential magnetic field now carries a factor $\cos\theta$ outside and $\cos\theta_t$ inside, where $\sin\theta=n\sin\theta_t$. In Lemma 2 this replaces $1$ by $a=\cos\theta$ and $n$ by $b=n\cos\theta_t$. The first-order contrast becomes $2s'/(b-a)-2s'/(b+a)=4s'a/(b^2-a^2)$, and $b^2-a^2=(n^2-\sin^2\theta)-(1-\sin^2\theta)=n^2-1$. ∎

For the other polarization (TM) the tangential electric field carries the cosine, so $a=1/\cos\theta$ and $b=n/\cos\theta_t$. Here the response normal to the sheet is neglected. The contrast is

$$\frac{4s'\cos\theta\cos^2\theta_t}{n^2\cos^2\theta-\cos^2\theta_t}.$$

At small angle, $\cos^2\theta_t\approx1-\theta^2/n^2$. The numerator falls by the relative amount $\theta^2(\tfrac12+1/n^2)$ and the denominator by $\theta^2(1+1/n^2)$, so the contrast rises by $\theta^2/2$. The TE contrast falls by $\theta^2/2$, and for unpolarized light the two changes cancel at this order. At larger angles the TM expansion fails near Brewster's angle, where $R_0$ vanishes.

**Proposition 3.** Suppose the sheet covers the front of a plate with an uncoated, parallel back face, all reflected beams are collected, and interference between them averages out. Then

$$R_{\rm plate}=R+\frac{T^2R_0}{1-R_{\rm in}R_0},\quad T=\frac{4n}{|1+n+s|^2},\quad R_{\rm in}=\left|\frac{n-1-s}{n+1+s}\right|^2 .$$

*Proof.* Light that enters has intensity $T$. It returns from the back with factor $R_0$ and leaves through the coated face with factor $T$, which is the same in both directions. Each further round trip multiplies the intensity by $R_{\rm in}R_0$. Summing the geometric series gives the result. ∎

## Example: graphene on glass

Take a glass like fused silica with $n=1.46$, light of wavelength 550 nm (photon energy $W=2.254$ eV), and a layer spacing of 0.335 nm. The index and spacing are rough typical values.

The sheet conductivity follows from the golden rule. A field $E_0\cos\omega t$ couples valence and conduction states of wavevector $\mathbf q$ with the absorbing amplitude $eE_0|M|/(2W)$, where $M=\langle c|\partial H/\partial q_x|v\rangle$. Multiplying the rate by $W$ and by two spins, and equating the power to $\sigma E_0^2/2$, gives

$$\sigma=\frac{2\pi e^2}{\hbar W}\int\frac{d^2q}{4\pi^2}\,|M|^2\,\delta(2\epsilon_q-W), \tag{5}$$

where $\pm\epsilon_q$ are the band energies. Near each of the two Dirac points $\epsilon_q=\hbar v q$ and $|M|=\hbar v|\sin\varphi|$, where $v$ is the band velocity and $\varphi$ the direction of $\mathbf q$. The angular integral of $\sin^2\varphi$ is $\pi$ and the radial integral is $W/4$. Two valleys give $2\cdot\pi\cdot(W/4)/(4\pi^2)=W/(8\pi)$, so $\sigma=e^2/(4\hbar)=60.85\ \mu$S. Hence $s=\pi\alpha=0.02293$, with $\alpha$ the fine-structure constant, and

$$A=\frac{0.02293}{(1+0.01147)^2}=0.0224 .$$

With $4/(n^2-1)=3.535$, the rule gives a contrast of $3.535\times2.241\%=7.92\%$. The second-order term of (2) with $s''=0$ adds 0.26 percentage points, and the full sheet formula gives 8.19%. Using $s$ in place of $A$ in the linear term gives 8.10%, which is closer here. Since $R_0=3.50\%$, the reflectance itself rises by 0.29 percentage points. The sheet absorbs about 1.5% on the glass, against 2.2% when free.

For a stack, let each layer keep the same conductivity. The film then has $\varepsilon_2=s/(kd)=5.99$ with $kd=0.00383$ per layer; take $\varepsilon_1=5$ as a rough value. Numerical integration of (1) gives the film contrasts below. The inferred count is this contrast divided by 8.10%.

| Layers | Film contrast | Inferred count |
|---|---|---|
| 1 | 8.26% | 1.02 |
| 2 | 16.84% | 2.08 |
| 3 | 25.69% | 3.17 |
| 4 | 34.80% | 4.29 |
| 5 | 44.15% | 5.45 |

The excess grows nearly as the square of the layer number, as the second-order terms of (4) require. Rounding to the nearest integer first fails at six layers. With the unit 7.92% obtained from $A$ it already fails at five, where $44.15/7.92=5.57$. This limit belongs to noiseless data and to these fixed parameters. With the unit 8.10%, the first failure moves to eight layers for $\varepsilon_1=3$ and to four for $\varepsilon_1=7$, and also to four if the conductivity is 8% larger than the unit assumes.

## What a real sample changes

A plain glass slide breaks the assumption of a half-infinite substrate. If the back reflection is collected and the sheet is wide enough for the returning light to cross it again, Proposition 3 lowers the single-layer contrast from 8.19% to 2.5%. The back face adds a background of nearly $R_0$, and that light crosses the sheet twice, losing the fraction $4s/(n+1)=3.7\%$. A rough estimate is thus $(8.1\%-3.7\%)/2=2.2\%$. A flake of a few micrometres on a slide a millimetre thick is different: most of the light returning through it entered through bare glass and crosses it only once. The loss is then half as large, and the estimate becomes $(8.1\%-1.9\%)/2=3.1\%$; summing the beams, with entry through bare glass and exit through the flake, gives 3.4%. The rule therefore applies when the back reflection is removed, for instance by a wedge or by confocal rejection.

A microscope objective averages over angles. For unpolarized light and a uniformly filled pupil the contrast of the ideal sheet, 8.19% at normal incidence, is 8.11% at numerical aperture 0.5 and 6.1% at 0.9. An index larger by 0.01 lowers the contrast by 2.6% of its value. A vacuum gap of 1 nm under the film lowers it from 8.26% to 8.08%.

The conductivity is also approximate. Summing (5) over the Brillouin zone for nearest-neighbour tight binding, with a rough hopping of 2.8 eV and a Gaussian line width of 0.06 eV, gives a value 8% above $e^2/(4\hbar)$ at 2.254 eV. The excess depends on the hopping: it is 10% for 2.5 eV and 6% for 3.2 eV. The leading contrast rises in the same proportion. Doping of 0.2 eV at 300 K blocks a negligible fraction of the transitions, of order $10^{-16}$. Electron-hole attraction and the change of the bands by stacking are left out, so the last digits above describe the model and not a measured flake.

Silicon coated with oxide lies outside the theorem: its bare reflection amplitude is in general complex, and the reactive response then enters at first order.
